# Acoustic-phonon resistivity of graphene in the hot and cold limits: a program that tests the result

```python
"""Acoustic-phonon resistivity of doped graphene.

Result under test:  rho(T) = a T G(T_BG/T),  k_B T_BG = 2 hbar v_s k_F,
    a = pi B^2 k_B / (e^2 hbar v_F^2 rho_m v_s^2),
    G(Theta) = average over scattering angle theta of
               (1 - cos theta) (z/2)^2 / sinh(z/2)^2,  z = Theta sin(theta/2).
Limits: G -> 1 (hot, rho = a T) and
        G -> (16 pi^3/15) / Theta^3 (cold, rho proportional to T^4).

Symbols: B gauge coupling energy, v_F Dirac speed, v_s sound speed (LA = TA),
rho_m mass per area, n carrier density, k_F = sqrt(pi n), f Fermi function.
SI units inside the program; y = (energy - chemical potential)/(k_B T).
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

hbar, kB, e = const.hbar, const.k, const.e
v_F, v_s, rho_m = 1.0e6, 1.5e4, 7.6e-7
B_eV = 5.0
B = B_eV * e
densities = (1.0e17, 4.0e17)              # per square metre

nodes, weights = np.polynomial.legendre.leggauss(400)
theta = 0.5 * np.pi * (nodes + 1)         # half circle, 0 to pi
w_theta = 0.5 * np.pi * weights
cos_t = np.cos(theta)
x_t = np.sin(theta / 2)                   # q / (2 k_F)

slope = np.pi * B**2 * kB / (e**2 * hbar * v_F**2 * rho_m * v_s**2)
cold_number = 16 * np.pi**3 / 15


def fermi_wavevector(n):
    return np.sqrt(np.pi * n)


def bg_temperature(n):
    return 2 * hbar * v_s * fermi_wavevector(n) / kB


def fermi_temperature(n):
    return hbar * v_F * fermi_wavevector(n) / kB


def G(Theta, vertex=1.0):
    """Reduced resistivity; vertex is the angular weight of the coupling."""
    half = Theta * x_t / 2
    thermal = (half / np.sinh(half))**2
    return np.sum(w_theta * vertex * (1 - cos_t) * thermal) / np.pi


def resistivity(T, n):
    return slope * T * G(bg_temperature(n) / T)


def exponent(t, vertex=1.0):
    """Local power d ln(rho) / d ln(T) at t = T/T_BG."""
    up, down = t * 1.001, t / 1.001
    ratio = up * G(1 / up, vertex) / (down * G(1 / down, vertex))
    return np.log(ratio) / np.log(up / down)


# --- Vertices from the eigenvectors of the Dirac matrix ---
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]], complex)


def spinor(phi):
    return np.linalg.eigh(np.cos(phi) * sx + np.sin(phi) * sy)[1][:, 1]


rng = np.random.default_rng(3)
for phi, phi_new, phi_q in rng.uniform(0, 2 * np.pi, (20, 3)):
    start, end = spinor(phi), spinor(phi_new)
    q_hat = np.array([np.cos(phi_q), np.sin(phi_q)])
    strengths = []
    for pol in (q_hat, np.array([-q_hat[1], q_hat[0]])):
        strain = (np.outer(q_hat, pol) + np.outer(pol, q_hat)) / 2
        field = (strain[0, 0] - strain[1, 1]) * sx - 2 * strain[0, 1] * sy
        strengths.append(abs(end.conj() @ field @ start)**2)
    angle = 2 * phi_q + (phi + phi_new) / 2
    assert abs(strengths[0] - np.cos(angle)**2) < 1e-12
    assert abs(strengths[1] - np.sin(angle)**2) < 1e-12
    assert abs(sum(strengths) - 1) < 1e-12
    overlap = abs(end.conj() @ start)**2
    assert abs(overlap - np.cos((phi_new - phi) / 2)**2) < 1e-12


# --- Double momentum integral with exact energy conservation ---
def direct_resistivity(T, n):
    """Variational resistivity from golden-rule rates, trial cos(phi).

    Only absorption is summed; detailed balance makes emission equal to it.
    """
    kT, step = kB * T, 0.2
    y = np.arange(-16, 16 + step / 2, step)
    k = fermi_wavevector(n) + y * kT / (hbar * v_F)
    y, k = y[k > 0][:, None], k[k > 0][:, None]
    dk = step * kT / (hbar * v_F)
    r = v_s / v_F
    s = r**2 * (1 - cos_t) / (1 - r**2)
    k_new = k * (1 + s + np.sqrt(s * (2 + s)))
    q = (k_new - k) / r
    z = hbar * v_s * q / kT
    jacobian = hbar * (v_F - v_s * (k_new - k * cos_t) / q)
    golden = 2 * np.pi / hbar * B**2 * hbar * q / (2 * rho_m * v_s)
    rate = golden / np.expm1(z) * k_new / (2 * np.pi)**2 / jacobian
    blocking = expit(-y) * expit(y + z)
    loss = np.sum(k * dk / (2 * np.pi) * 2 * w_theta * rate * blocking
                  * (1 - cos_t)) / kT
    drive = np.sum(e * k * dk / (2 * np.pi) * v_F / 2
                   * expit(y) * expit(-y)) / kT
    return loss / (4 * drive**2)


n1, n2 = densities
T_BG1 = bg_temperature(n1)
direct_errors = []
for t in (0.05, 0.2, 1.0, 2.0):
    full = direct_resistivity(t * T_BG1, n1)
    direct_errors.append(full / resistivity(t * T_BG1, n1) - 1)
# Neglected terms are of order (T/T_F)^2 and (v_s/v_F)^2.
assert max(abs(d) for d in direct_errors) < 0.02

T_hot, T_cold = 400.0, 3.0
hot_ratio = direct_resistivity(T_hot, n1) / direct_resistivity(T_hot, n2)
cold_power = np.log(direct_resistivity(T_cold, n2)
                    / direct_resistivity(T_cold, n1)) / np.log(n2 / n1)
# The window T_BG << T << T_F is finite, so a few per cent remain.
assert abs(hot_ratio - 1) < 0.06
assert abs(cold_power + 1.5) < 0.02


# --- Inelastic Boltzmann equation solved in energy ---
def energy_function(m, y):
    """Even function cos(2 m psi) with y = 6 cot(psi); m = 0 is constant.

    The map spreads the functions over the thermal wings, where the
    scattering rate grows and the solution varies."""
    return np.cos(2 * m * np.arctan2(6.0, y))


def boltzmann(Theta, size):
    """Return conductivity / one-function value, and the relaxation-time
    conductivity / one-function value."""
    step = 0.25
    y = np.arange(-45, 45 + step / 2, step)[:, None]
    z = (Theta * x_t)[None, :]
    basis = np.array([energy_function(m, y[:, 0]) for m in range(size)])
    window = (expit(y) * expit(-y))[:, 0]
    A = np.zeros((size, size))
    momentum_loss = np.zeros(len(y))
    for sign, bose in ((1, 1 / np.expm1(z)), (-1, -1 / np.expm1(-z))):
        y_new = y + sign * z
        flow = (w_theta / np.pi * z / 2 * bose
                * expit(-y) * expit(y_new))
        momentum_loss += np.sum(flow * (1 - cos_t), axis=1)
        for m in range(size):
            after = energy_function(m, y_new)
            change = np.sum(flow * (basis[m][:, None] - cos_t * after),
                            axis=1)
            A[:, m] += step * basis @ change
    b = step * basis @ window
    assert np.allclose(A, A.T, atol=1e-8 * np.max(np.abs(A)))
    assert abs(A[0, 0] / G(Theta) - 1) < 1e-6
    # Combinations living only in the far wings carry no current;
    # those below rounding level are left out of the trial space.
    values, vectors = np.linalg.eigh((A + A.T) / 2)
    keep = values > 1e-12 * values[-1]
    conductivity = np.sum((b @ vectors[:, keep])**2 / values[keep])
    simple = b[0]**2 / A[0, 0]
    relaxation = step * np.sum(window**2 / momentum_loss)
    return conductivity / simple, relaxation / simple


boltz_t = (0.01, 0.03, 0.1, 0.2, 0.3, 1.0, 5.0)
excess = []
for t in boltz_t:
    gain, relax = boltzmann(1 / t, 12)
    gain_small, _ = boltzmann(1 / t, 9)
    assert abs(gain - gain_small) < 1e-3, (t, gain, gain_small)
    assert gain > 1 - 1e-7, (t, gain)
    excess.append(gain - 1)
    if t == boltz_t[0]:
        relax_cold = relax
assert excess[0] < 0.01 and excess[-1] < 0.001, excess
assert relax_cold > 1.1

# --- Limits and leading corrections ---
cold_ratio = G(100.0) * 100.0**3 / cold_number
assert abs(cold_ratio - 1) < 3e-3
assert abs((cold_ratio - 1) * 100.0**2 / (10 * np.pi**2 / 7) - 1) < 0.01
assert abs((1 - G(0.1)) * 16 / 0.1**2 - 1) < 1e-3
assert abs(exponent(0.01) - 4) < 0.01
assert abs(exponent(10.0) - 1) < 0.01

# --- Scalar deformation potential, bare and statically screened ---
bare = 1 - x_t**2
alpha = e**2 / (4 * np.pi * const.epsilon_0 * hbar * v_F)
screened = bare * (2 * x_t / (2 * x_t + 4 * alpha))**2
bare_hot = G(1e-3, bare)
bare_cold = G(100.0, bare) / G(100.0)
screened_power = exponent(0.01, screened)
assert abs(bare_hot - 0.25) < 1e-6
assert abs(bare_cold - 1) < 0.01
assert abs(screened_power - 6) < 0.1
assert abs(exponent(10.0, screened) - 1) < 0.01

# --- Worked example ---
print(f"Dirac speed v_F = {v_F:.2e} m/s")
print(f"sound speed v_s = {v_s:.2e} m/s")
print(f"mass density rho_m = {rho_m:.2e} kg/m^2")
print(f"gauge coupling B = {B_eV:.1f} eV")
print(f"hot slope a = {slope:.5f} ohm/K")
print(f"cold number 16 pi^3/15 = {cold_number:.4f}")
crossing = cold_number**(-1 / 3)
print(f"two laws cross at T/T_BG = {crossing:.4f}")
for n in densities:
    print(f"density n = {n * 1e-4:.1e} cm^-2")
    print(f"  k_F = {fermi_wavevector(n) * 1e-9:.4f} nm^-1")
    print(f"  T_BG = {bg_temperature(n):.2f} K")
    print(f"  T_F = {fermi_temperature(n):.0f} K")
    cold_coefficient = slope * cold_number / bg_temperature(n)**3
    print(f"  T^4 coefficient = {cold_coefficient:.4e} ohm/K^4")
print("T (K); rho (ohm) at lower n; rho (ohm) at higher n")
for T in (3, 5, 10, 20, 50, 100, 200, 300, 400):
    print(f"  {T:3d}  {resistivity(T, n1):.5g}  {resistivity(T, n2):.5g}")
print("T/T_BG; local exponent; rho/(a T); rho/(T^4 law)")
for t in (0.01, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0, 5.0):
    g = G(1 / t)
    print(f"  {t:.2f}  {exponent(t):.3f}  {g:.4g}"
          f"  {g / (cold_number * t**3):.4g}")
largest = 100 * max(abs(d) for d in direct_errors)
print(f"largest formula error vs momentum integral = {largest:.2f} %")
print(f"rho(lower n)/rho(higher n) at {T_hot:.0f} K, direct = {hot_ratio:.3f}")
print(f"density exponent at {T_cold:.0f} K, direct = {cold_power:.3f}")
print("T/T_BG; Boltzmann conductivity above formula (%)")
for t, extra in zip(boltz_t, excess):
    print(f"  {t:.2f}  {100 * extra:.2f}")
print(f"relaxation-time/formula conductivity, T/T_BG=0.01: {relax_cold:.3f}")
print(f"bare scalar hot factor = {bare_hot:.4f}")
print(f"bare scalar/gauge rho at T/T_BG=0.01: {bare_cold:.4f}")
print(f"screened scalar exponent at T/T_BG=0.01: {screened_power:.3f}")
print("all assertions hold")
```

Output:

```
Dirac speed v_F = 1.00e+06 m/s
sound speed v_s = 1.50e+04 m/s
mass density rho_m = 7.60e-07 kg/m^2
gauge coupling B = 5.0 eV
hot slope a = 0.06013 ohm/K
cold number 16 pi^3/15 = 33.0734
two laws cross at T/T_BG = 0.3115
density n = 1.0e+13 cm^-2
  k_F = 0.5605 nm^-1
  T_BG = 128.44 K
  T_F = 4281 K
  T^4 coefficient = 9.3867e-07 ohm/K^4
density n = 4.0e+13 cm^-2
  k_F = 1.1210 nm^-1
  T_BG = 256.87 K
  T_F = 8562 K
  T^4 coefficient = 1.1733e-07 ohm/K^4
T (K); rho (ohm) at lower n; rho (ohm) at higher n
    3  7.6631e-05  9.5224e-06
    5  0.0006001  7.3732e-05
   10  0.010536  0.0012002
   20  0.19044  0.021073
   50  2.043  0.81115
  100  5.4335  4.086
  200  11.722  10.867
  300  17.834  17.237
  400  23.898  23.443
T/T_BG; local exponent; rho/(a T); rho/(T^4 law)
  0.01  4.003  3.312e-05  1.001
  0.05  4.089  0.004299  1.04
  0.10  4.341  0.04033  1.219
  0.20  3.031  0.2853  1.078
  0.50  1.462  0.7865  0.1903
  1.00  1.122  0.94  0.02842
  2.00  1.031  0.9845  0.003721
  5.00  1.005  0.9975  0.0002413
largest formula error vs momentum integral = 1.11 %
rho(lower n)/rho(higher n) at 400 K, direct = 1.041
density exponent at 3 K, direct = -1.504
T/T_BG; Boltzmann conductivity above formula (%)
  0.01  0.16
  0.03  1.50
  0.10  24.11
  0.20  41.79
  0.30  22.35
  1.00  0.31
  5.00  0.00
relaxation-time/formula conductivity, T/T_BG=0.01: 1.519
bare scalar hot factor = 0.2500
bare scalar/gauge rho at T/T_BG=0.01: 0.9972
screened scalar exponent at T/T_BG=0.01: 5.964
all assertions hold
```
